# Centre temperature of uniformly heated argon between two fixed-temperature plates: a program that tests the result

```python
"""Gas heated uniformly between two plates held at the same temperature.

Result under test: the centre temperature rise is D = q L^2 / (8 kappa).
q: heating power density of the neutral gas; L: gap; kappa: conductivity.
Also tested: the rise when kappa = kappa0 (T/T0)^s, and the wall jump
J = q L / (8 k Gamma), where Gamma = p / sqrt(2 pi m k T0) is the rate at
which atoms strike unit area of a fully accommodating plate.
All quantities are in SI units unless a comment says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_bvp, quad
from scipy.optimize import brentq
from pyscf.data import elements

k_B = constants.k
mass = elements.MASSES[elements.charge("Ar")] * constants.atomic_mass

# Supplied conditions; the conductivity is a rough two-figure argon value.
T_plate = 300.0
gap = 0.04
heating = 5.0e3
pressure = 100.0
kappa = 0.018
exponent = 0.7


def solve_gap(q, s=0.0, p=None):
    """Solve dQ/dx = q, Q = -kappa(T) dT/dx; p=None means no wall jump.

    Unknowns: T/T_plate and Q/(q gap), as functions of x/gap.
    """
    strength = q * gap**2 / (kappa * T_plate)

    def equations(x, y):
        return np.vstack((-strength * y[1] * y[0]**(-s), np.ones_like(x)))

    def wall_jump(theta, outward_flux):
        if p is None:
            return 0.0
        rate = p / np.sqrt(2 * np.pi * mass * k_B * theta * T_plate)
        return outward_flux * q * gap / (4 * k_B * rate * T_plate)

    def boundary(left, right):
        return np.array([left[0] - 1 - wall_jump(left[0], -left[1]),
                         right[0] - 1 - wall_jump(right[0], right[1])])

    x = np.linspace(0, 1, 41)
    guess = np.vstack((np.ones_like(x), x - 0.4))
    result = solve_bvp(equations, boundary, x, guess, tol=1e-8,
                       max_nodes=20000)
    assert result.success, result.message
    return result.sol


def rise_at(solution, fraction):
    return T_plate * (solution(fraction)[0] - 1)


# Derived formulas
rise = heating * gap**2 / (8 * kappa)
wall_flux = heating * gap / 2
rise_variable = T_plate * (
    (1 + (1 + exponent) * rise / T_plate)**(1 / (1 + exponent)) - 1)
strike_rate = pressure / np.sqrt(2 * np.pi * mass * k_B * T_plate)
jump = heating * gap / (8 * k_B * strike_rate)
jump_ratio = kappa / (k_B * strike_rate * gap)
pressure_ten_percent = pressure * jump_ratio / 0.1

# Constant conductivity: profile, mean and wall flux from the solver
constant = solve_gap(heating)
rise_numeric = rise_at(constant, 0.5)
quarter_numeric = rise_at(constant, 0.25)
mean_numeric = quad(lambda x: rise_at(constant, x), 0, 1)[0]
flux_numeric = -constant(0.0)[1] * heating * gap
assert abs(rise_numeric / rise - 1) < 1e-6
assert abs(quarter_numeric / (0.75 * rise) - 1) < 1e-6
assert abs(mean_numeric / (2 * rise / 3) - 1) < 1e-6
assert abs(flux_numeric / wall_flux - 1) < 1e-6

# Conductivity growing with temperature
variable_numeric = rise_at(solve_gap(heating, s=exponent), 0.5)
assert abs(variable_numeric / rise_variable - 1) < 1e-5
assert variable_numeric < rise_numeric

# Small-heating form; the next term is about 1.5 percent of the correction
weak_rise = rise / 10
weak_numeric = rise_at(solve_gap(heating / 10, s=exponent), 0.5)
weak_correction = 1 - weak_numeric / weak_rise
assert abs(weak_correction / (exponent * weak_rise / (2 * T_plate)) - 1) < 0.03

# Wall jump in the gap; the solver evaluates the strike rate at the gas
# temperature beside the wall, hence the tolerance of half a percent.
with_jump = solve_gap(heating, p=pressure)
jump_numeric = rise_at(with_jump, 0.0)
assert abs(jump_numeric / jump - 1) < 5e-3
assert abs((rise_at(with_jump, 0.5) - rise_numeric) / jump - 1) < 5e-3
low = solve_gap(heating, p=pressure_ten_percent)
assert abs(rise_at(low, 0.0) / (0.1 * rise) - 1) < 0.02

# Jump law from velocity space, with m = k = n = T_gas = 1. The wall lies
# towards positive v_z; the gas distribution includes a conduction term.
nodes, weights = np.polynomial.legendre.leggauss(100)
speed = 6 * (nodes + 1)
weight = 6 * weights
vz, vr = np.meshgrid(speed, speed, indexing="ij")
area = np.outer(weight, weight) * 2 * np.pi * vr
v2 = vz**2 + vr**2


def gas(v_normal):
    maxwell = np.exp(-v2 / 2) / (2 * np.pi)**1.5
    return maxwell * (1 + 0.01 * v_normal * (v2 - 5))


particles_in = np.sum(area * vz * gas(vz))
energy_in = np.sum(area * vz * v2 / 2 * gas(vz))
net_flow = np.sum(area * vz * (gas(vz) - gas(-vz)))
heat_flux = np.sum(area * vz * v2 / 2 * (gas(vz) - gas(-vz)))


def energy_per_returning_atom(T):
    emitted = vz * np.exp(-v2 / (2 * T))
    return np.sum(area * emitted * v2 / 2) / np.sum(area * emitted)


wall_T = brentq(lambda T: energy_in - heat_flux
                - particles_in * energy_per_returning_atom(T), 0.5, 1.5)
jump_factor = heat_flux / (particles_in * (1 - wall_T))
assert abs(net_flow) < 1e-10
assert abs(particles_in - 1 / np.sqrt(2 * np.pi)) < 1e-10
assert abs(energy_per_returning_atom(1.0) - 2) < 1e-9
assert abs(jump_factor - 4) < 1e-7

print(f"Plate temperature T0: {T_plate:.1f} K")
print(f"Gap L: {gap:.3f} m")
print(f"Gas heating q: {heating:.1f} W/m^3")
print(f"Pressure p: {pressure:.1f} Pa")
print(f"Supplied rough argon conductivity: {kappa:.3f} W/(m K)")
print(f"Model conductivity exponent s: {exponent:.1f} (no unit)")
print(f"Argon atomic mass: {mass:.4e} kg")
print(f"q L^2: {heating * gap**2:.3f} W/m")
print(f"8 kappa: {8 * kappa:.3f} W/(m K)")
print(f"Centre rise D, formula: {rise:.3f} K")
print(f"Centre rise D, solver: {rise_numeric:.3f} K")
print(f"Centre temperature: {T_plate + rise:.2f} K")
print(f"Quarter-point rise, solver: {quarter_numeric:.3f} K")
print(f"Mean rise, solver: {mean_numeric:.3f} K")
print(f"Heat flux to each plate: {wall_flux:.2f} W/m^2")
print(f"Centre/wall density: {T_plate / (T_plate + rise):.4f} (no unit)")
print(f"Variable-kappa rise, formula: {rise_variable:.3f} K")
print(f"Variable-kappa rise, solver: {variable_numeric:.3f} K")
print(f"Variable-kappa reduction: {100 * (1 - rise_variable / rise):.2f} %")
print(f"Small-heating estimate of reduction: "
      f"{100 * exponent * rise / (2 * T_plate):.2f} %")
print(f"Atom strike rate Gamma: {strike_rate:.4e} 1/(m^2 s)")
print(f"Wall jump J, formula: {jump:.4f} K")
print(f"Wall jump J, solver: {jump_numeric:.4f} K")
print(f"Jump relative to D: {100 * jump_ratio:.3f} %")
print(f"Pressure where J = D/10: {pressure_ten_percent:.2f} Pa")
print(f"Jump-law factor from velocity space: {jump_factor:.6f} (no unit)")
print("verified")
```

Printed output:

```
Plate temperature T0: 300.0 K
Gap L: 0.040 m
Gas heating q: 5000.0 W/m^3
Pressure p: 100.0 Pa
Supplied rough argon conductivity: 0.018 W/(m K)
Model conductivity exponent s: 0.7 (no unit)
Argon atomic mass: 6.6335e-26 kg
q L^2: 8.000 W/m
8 kappa: 0.144 W/(m K)
Centre rise D, formula: 55.556 K
Centre rise D, solver: 55.556 K
Centre temperature: 355.56 K
Quarter-point rise, solver: 41.667 K
Mean rise, solver: 37.037 K
Heat flux to each plate: 100.00 W/m^2
Centre/wall density: 0.8438 (no unit)
Variable-kappa rise, formula: 52.405 K
Variable-kappa rise, solver: 52.405 K
Variable-kappa reduction: 5.67 %
Small-heating estimate of reduction: 6.48 %
Atom strike rate Gamma: 2.4068e+24 1/(m^2 s)
Wall jump J, formula: 0.7524 K
Wall jump J, solver: 0.7533 K
Jump relative to D: 1.354 %
Pressure where J = D/10: 13.54 Pa
Jump-law factor from velocity space: 4.000000 (no unit)
verified
```
